# Unequal in-plane stresses in an equibiaxially strained cubic (110) film: test program

```python
"""
Result under test: a cubic film with normal [110], equal in-plane strain e and
a traction-free surface has principal in-plane stresses along [1-10] and [001]
  s_110 = 4 C44 (C11+2C12) e / S,   S = C11 + C12 + 2 C44
  s_001 = (C11+2C12)(C11-C12+2C44) e / S
  s_001 - s_110 = e (C11+2C12)(C11-C12-2C44) / S
C11, C12, C44: cubic stiffnesses (GPa). Tension is positive.
A = 2 C44/(C11-C12) is the anisotropy ratio.
The tests solve the traction-free problem from the full tensor Hooke law.
"""
import itertools
import numpy as np
import sympy as sp
from scipy.constants import degree
from scipy.integrate import quad
from scipy.optimize import brentq

I3 = np.eye(3)
N110 = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)
T110 = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)
T001 = np.array([0.0, 0.0, 1.0])


def hooke(strain, c):
    """Cubic Hooke law in the cube axes, component by component."""
    c11, c12, c44 = c
    stress = 2 * c44 * strain
    for i in range(3):
        j, k = (i + 1) % 3, (i + 2) % 3
        stress[i, i] = c11 * strain[i, i] + c12 * (strain[j, j] + strain[k, k])
    return stress


def free_film(normal, inplane, c):
    """Stress and strain after all three surface tractions are relaxed."""
    def extra(d):
        return (np.outer(d, normal) + np.outer(normal, d)) / 2
    matrix = np.column_stack([hooke(extra(u), c) @ normal for u in I3])
    d = np.linalg.solve(matrix, -hooke(inplane.copy(), c) @ normal)
    strain = inplane + extra(d)
    return hooke(strain, c), strain


def biaxial(normal, e):
    return e * (I3 - np.outer(normal, normal))


def formulas(c, e):
    c11, c12, c44 = c
    s = c11 + c12 + 2 * c44
    s110 = 4 * c44 * (c11 + 2 * c12) * e / s
    s001 = (c11 + 2 * c12) * (c11 - c12 + 2 * c44) * e / s
    diff = e * (c11 + 2 * c12) * (c11 - c12 - 2 * c44) / s
    normal_strain = -e * (c11 + 3 * c12 - 2 * c44) / s
    return s110, s001, diff, normal_strain


# ---- symbolic solution of the full traction-free problem
C11, C12, C44, E = sp.symbols("C11 C12 C44 e", positive=True)
d_sym = sp.Matrix(sp.symbols("d1:4"))
n_sym = sp.Matrix([1, 1, 0]) / sp.sqrt(2)
a_sym = sp.Matrix([1, -1, 0]) / sp.sqrt(2)
b_sym = sp.Matrix([0, 0, 1])
strain_sym = (E * (sp.eye(3) - n_sym * n_sym.T)
              + (d_sym * n_sym.T + n_sym * d_sym.T) / 2)
stress_sym = hooke(strain_sym, (C11, C12, C44))
solution = sp.solve(list(stress_sym * n_sym), list(d_sym), dict=True)[0]
stress_sym = stress_sym.subs(solution)
found = [(a_sym.T * stress_sym * a_sym)[0], (b_sym.T * stress_sym * b_sym)[0]]
found += [found[1] - found[0], (n_sym.T * d_sym.subs(solution))[0]]
for value, claim in zip(found, formulas((C11, C12, C44), E)):
    assert sp.simplify(value - claim) == 0
assert sp.simplify((a_sym.T * stress_sym * b_sym)[0]) == 0
for t in (a_sym, b_sym):
    assert sp.simplify((t.T * d_sym.subs(solution))[0]) == 0

# ---- random stable crystals: signs, ratio, and other surface normals
rng = np.random.default_rng(4)
n001 = np.array([0.0, 0.0, 1.0])
n111 = np.ones(3) / np.sqrt(3)


def inplane_pair(stress, normal):
    """Principal stresses in the film plane, in rising order."""
    basis = np.linalg.svd(normal.reshape(1, 3))[2][1:]
    return np.linalg.eigvalsh(basis @ stress @ basis.T)


for _ in range(200):
    bulk, tetragonal, shear = rng.uniform(10, 200, 3)
    c = (bulk + 4 * tetragonal / 3, bulk - 2 * tetragonal / 3, shear)
    e = rng.choice([-1, 1]) * 0.001
    stress, _s = free_film(N110, biaxial(N110, e), c)
    s1, s2 = T110 @ stress @ T110, T001 @ stress @ T001
    ratio_a = 2 * c[2] / (c[0] - c[1])
    assert s1 * e > 0 and s2 * e > 0
    assert np.isclose(s1 / s2, 2 * ratio_a / (1 + ratio_a), rtol=1e-9)
    assert (abs(s1) > abs(s2)) == (ratio_a > 1)
    for n in (n001, n111):
        pair = inplane_pair(free_film(n, biaxial(n, e), c)[0], n)
        assert np.isclose(pair[0], pair[1], rtol=1e-9)

# ---- worked example: rough typical germanium values, GPa and nm
ge = np.array([130.0, 48.0, 67.0])
misfit = 0.0020
h_film = 20.0
h_wafer_um = 500.0
stress, strain = free_film(N110, biaxial(N110, misfit), ge)
s110, s001 = T110 @ stress @ T110, T001 @ stress @ T001
diff = s001 - s110
e_normal = N110 @ strain @ N110
assert np.allclose([s110, s001, diff, e_normal], formulas(ge, misfit), rtol=1e-9)
clamped = hooke(biaxial(N110, misfit), ge)
diff_clamped = T001 @ clamped @ T001 - T110 @ clamped @ T110
combo = ge[0] - ge[1] - 2 * ge[2]
assert np.isclose(diff_clamped, combo * misfit / 2)
assert np.isclose(diff, combo * (misfit - e_normal) / 2)
aniso = 2 * ge[2] / (ge[0] - ge[1])
film001 = inplane_pair(free_film(n001, biaxial(n001, misfit), ge)[0], n001)[0]
film111 = inplane_pair(free_film(n111, biaxial(n111, misfit), ge)[0], n111)[0]

# ---- finite-strain energy with third-order constants (rough, GPa)
toc_ge = np.array([-710.0, -390.0, -20.0, -20.0, -290.0, -50.0])
frame = np.column_stack([T110, T001, N110])


def energy(stretch, c, toc):
    """Energy per reference volume; toc = C111,C112,C123,C144,C155,C456."""
    g = frame @ np.diag((stretch**2 - 1) / 2) @ frame.T
    x, y, z = np.diag(g)
    p, q, r = 2 * g[1, 2], 2 * g[0, 2], 2 * g[0, 1]
    second = (c[0] * (x*x + y*y + z*z) / 2 + c[1] * (x*y + y*z + z*x)
              + c[2] * (p*p + q*q + r*r) / 2)
    terms = [(x**3 + y**3 + z**3) / 6,
             (x*x*(y + z) + y*y*(x + z) + z*z*(x + y)) / 2,
             x * y * z,
             (x*p*p + y*q*q + z*r*r) / 2,
             (x*(q*q + r*r) + y*(p*p + r*r) + z*(p*p + q*q)) / 2,
             p * q * r]
    return second + np.dot(toc, terms)


def finite_difference_stress(e, c, toc):
    """Cauchy stress s_001 - s_110 after the normal stretch is relaxed."""
    def slope(stretch, i, step=1e-6):
        u = step * I3[i]
        return (energy(stretch + u, c, toc)
                - energy(stretch - u, c, toc)) / (2 * step)
    l3 = brentq(lambda v: slope(np.array([1 + e, 1 + e, v]), 2), 0.98, 1.02)
    stretch = np.array([1 + e, 1 + e, l3])
    cauchy = [stretch[i] * slope(stretch, i) / np.prod(stretch) for i in (0, 1)]
    return cauchy[1] - cauchy[0]


tiny = 1e-5
# tolerance covers the finite-strain terms, of relative order 10*tiny
assert np.isclose(finite_difference_stress(tiny, ge, np.zeros(6)),
                  formulas(ge, tiny)[2], rtol=1e-3)
nonlinear = finite_difference_stress(misfit, ge, toc_ge) / diff - 1
half = (finite_difference_stress(misfit / 2, ge, toc_ge)
        / formulas(ge, misfit / 2)[2] - 1)
# the leading correction is proportional to strain; next order is small
assert abs(half - nonlinear / 2) < 0.002

# ---- miscut, temperature of use, and uncertainty of C44
tilted = np.cos(degree) * N110 + np.sin(degree) * T001
pair = inplane_pair(free_film(tilted, biaxial(tilted, misfit), ge)[0], tilted)
miscut = (pair[1] - pair[0]) / abs(diff) - 1
rise, softening, expansion_gap = 100.0, 1e-4, 1e-6


def solved_difference(c, e):
    s = free_film(N110, biaxial(N110, e), c)[0]
    return T001 @ s @ T001 - T110 @ s @ T110


soft = solved_difference(ge * (1 - softening * rise), misfit) / diff - 1
thermal = solved_difference(ge, misfit - expansion_gap * rise) / diff - 1
c44_effect = solved_difference(ge + np.array([0, 0, 1.0]), misfit) / diff - 1

# ---- bending of film plus wafer; lengths in units of wafer thickness


def plane_stiffness(c):
    columns = []
    for t in (T110, T001):
        s = free_film(N110, np.outer(t, t), c)[0]
        columns.append([T110 @ s @ T110, T001 @ s @ T001])
    return np.array(columns).T


def bend(q_film, q_wafer, r):
    """Zero net force and moment; returns midplane strain and curvature."""
    m1 = ((0.5 + r)**2 - 0.25) / 2
    m2 = ((0.5 + r)**3 - 0.125) / 3
    matrix = np.block([[q_wafer + r * q_film, m1 * q_film],
                       [m1 * q_film, q_wafer / 12 + m2 * q_film]])
    load = q_film @ np.array([misfit, misfit])
    x = np.linalg.solve(matrix, -np.concatenate([r * load, m1 * load]))
    return x[:2], x[2:]


thin = h_film / (h_wafer_um * 1000)
bulk = (ge[0] + 2 * ge[1]) / 3
mu = (ge[0] - ge[1] + 3 * ge[2]) / 5
iso = np.array([bulk + 4 * mu / 3, bulk - 2 * mu / 3, mu])
q_ge, q_iso = plane_stiffness(ge), plane_stiffness(iso)
mid_same, curv_same = bend(q_ge, q_ge, thin)
mid_iso, curv_iso = bend(q_ge, q_iso, thin)
for q, curvature in ((q_ge, curv_same), (q_iso, curv_iso)):
    thin_law = -6 * thin * np.linalg.solve(q, [s110, s001])
    assert np.allclose(curvature, thin_law, rtol=1e-3)
assert np.isclose(curv_same[0], curv_same[1], rtol=1e-6)
assert abs(curv_iso[0] / curv_iso[1] - 1) > 0.05
strain_loss = -(mid_same[0] + curv_same[0] * (0.5 + thin / 2)) / misfit
assert np.isclose(strain_loss, 4 * thin, rtol=1e-2)
radius = h_wafer_um * 1e-6 / abs(curv_same[0])

# ---- glide on {111}<110>: driving work against misfit-line energy
lattice = 0.57
burgers = lattice / np.sqrt(2)
systems, upright, partial_shear = [], [], []
for signs in itertools.product([1, -1], repeat=2):
    plane = np.array([1, signs[0], signs[1]]) / np.sqrt(3)
    for vector in itertools.product([-1, 0, 1], repeat=3):
        v = np.array(vector, float)
        if np.isclose(v @ v, 2) and abs(v @ plane) < 1e-12:
            v /= np.linalg.norm(v)
            shear = abs(plane @ stress @ v)
            sine = np.linalg.norm(np.cross(plane, N110))
            systems.append((shear, sine))
            if abs(plane @ N110) < 1e-12:
                upright.append(shear)
            partial_shear.append(abs(plane @ stress @ np.cross(plane, v)))
assert len(systems) == 24 and len(upright) == 12
assert np.isclose(max(upright), abs(diff) / np.sqrt(6))
even = biaxial(N110, 1.0)
for plane in ([1, -1, 1], [1, -1, -1]):
    n = np.array(plane) / np.sqrt(3)
    assert np.allclose(np.cross(n, even @ n), 0)


def line_energy(h):
    """Screw field energy between radii b and h, GPa nm^2."""
    return mu * burgers**2 / (4 * np.pi) * np.log(h / burgers)


field = quad(lambda r: mu / 2 * (burgers / (2 * np.pi * r))**2 * 2 * np.pi * r,
             burgers, h_film)[0]
assert np.isclose(field, line_energy(h_film), rtol=1e-7)


def drive_ratio(h):
    return max(t * burgers * h / s for t, s in systems) / line_energy(h)


h_critical = brentq(lambda h: drive_ratio(h) - 1, 5, 500)
assert drive_ratio(h_film) < 1 < drive_ratio(2 * h_critical)
partial_work = max(partial_shear) * lattice / np.sqrt(6) * 1000
fault_energy = 60.0
assert partial_work < fault_energy
surface_stress = 1.0

print("INPUTS (rough typical germanium values)")
print(f"C11, C12, C44 = {ge[0]:.0f}, {ge[1]:.0f}, {ge[2]:.0f} GPa")
print(f"in-plane strain = {100*misfit:.2f} %")
print(f"film thickness = {h_film:.0f} nm; wafer = {h_wafer_um:.0f} um")
print(f"lattice parameter = {lattice:.2f} nm")
print("RESULTS")
print(f"anisotropy ratio A = {aniso:.3f}")
print(f"C11+2C12 = {ge[0]+2*ge[1]:.0f} GPa")
print(f"C11-C12-2C44 = {combo:.0f} GPa")
print(f"C11-C12+2C44 = {ge[0]-ge[1]+2*ge[2]:.0f} GPa")
print(f"S = C11+C12+2C44 = {ge[0]+ge[1]+2*ge[2]:.0f} GPa")
print(f"normal strain = {100*e_normal:.4f} %")
print(f"stress along [1-10] = {1000*s110:.1f} MPa")
print(f"stress along [001] = {1000*s001:.1f} MPa")
print(f"s_001 - s_110 = {1000*diff:.1f} MPa")
print(f"ratio s_110/s_001 = {s110/s001:.3f}")
print(f"difference with normal strain clamped = {1000*diff_clamped:.1f} MPa")
print(f"(001) film, both stresses = {1000*film001:.1f} MPa")
print(f"(111) film, both stresses = {1000*film111:.1f} MPa")
print(f"largest shear on upright planes = {1000*max(upright):.1f} MPa")
print(f"largest shear on any {{111}}<110> = {1000*max(systems)[0]:.1f} MPa")
print("NEGLECTED EFFECTS: change of the stress difference")
print("rough third-order constants C111,C112,C123,C144,C155,C456:")
print("  " + ", ".join(f"{v:.0f}" for v in toc_ge) + " GPa")
print(f"nonlinear elasticity: {100*nonlinear:+.2f} %")
print(f"1 degree miscut toward [001]: {100*miscut:+.3f} %")
print(f"temperature rise = {rise:.0f} K")
print(f"rough softening = {softening:.0e} per K: {100*soft:+.1f} %")
print(f"rough expansion gap = {expansion_gap:.0e} per K: {100*thermal:+.1f} %")
print(f"C44 larger by 1 GPa: {100*c44_effect:+.1f} %")
print(f"film strain lost to wafer and bending = {100*strain_loss:.4f} %")
print("BENDING AND SURFACE")
print(f"bending radius, wafer as stiff as film = {radius:.0f} m")
print(f"curvature ratio [1-10]/[001], same stiffness = "
      f"{curv_same[0]/curv_same[1]:.3f}")
print(f"curvature ratio, isotropic wafer = {curv_iso[0]/curv_iso[1]:.3f}")
print(f"film force difference = {abs(diff)*h_film:.2f} N/m")
print(f"rough surface stress = {surface_stress:.0f} N/m")
print("PLASTIC RELAXATION")
print(f"Burgers vector length = {burgers:.3f} nm")
print(f"average shear modulus = {mu:.1f} GPa")
print(f"glide work / line energy at film thickness = {drive_ratio(h_film):.2f}")
print(f"cautious critical thickness = {h_critical:.0f} nm")
print(f"largest partial-dislocation work = {partial_work:.0f} mJ/m2")
print(f"rough stacking-fault energy = {fault_energy:.0f} mJ/m2")
print("every check passed")
```

Printed output:

```
INPUTS (rough typical germanium values)
C11, C12, C44 = 130, 48, 67 GPa
in-plane strain = 0.20 %
film thickness = 20 nm; wafer = 500 um
lattice parameter = 0.57 nm
RESULTS
anisotropy ratio A = 1.634
C11+2C12 = 226 GPa
C11-C12-2C44 = -52 GPa
C11-C12+2C44 = 216 GPa
S = C11+C12+2C44 = 312 GPa
normal strain = -0.0897 %
stress along [1-10] = 388.3 MPa
stress along [001] = 312.9 MPa
s_001 - s_110 = -75.3 MPa
ratio s_110/s_001 = 1.241
difference with normal strain clamped = -52.0 MPa
(001) film, both stresses = 285.1 MPa
(111) film, both stresses = 367.8 MPa
largest shear on upright planes = 30.8 MPa
largest shear on any {111}<110> = 127.8 MPa
NEGLECTED EFFECTS: change of the stress difference
rough third-order constants C111,C112,C123,C144,C155,C456:
  -710, -390, -20, -20, -290, -50 GPa
nonlinear elasticity: -1.90 %
1 degree miscut toward [001]: -0.095 %
temperature rise = 100 K
rough softening = 1e-04 per K: -1.0 %
rough expansion gap = 1e-06 per K: -5.0 %
C44 larger by 1 GPa: +3.2 %
film strain lost to wafer and bending = 0.0160 %
BENDING AND SURFACE
bending radius, wafer as stiff as film = 1042 m
curvature ratio [1-10]/[001], same stiffness = 1.000
curvature ratio, isotropic wafer = 1.384
film force difference = 1.51 N/m
rough surface stress = 1 N/m
PLASTIC RELAXATION
Burgers vector length = 0.403 nm
average shear modulus = 56.6 GPa
glide work / line energy at film thickness = 0.62
cautious critical thickness = 37 nm
largest partial-dislocation work = 34 mJ/m2
rough stacking-fault energy = 60 mJ/m2
every check passed
```
